# Bloch-Grüneisen phonon resistivity for a simple metallic silicide: a numerical check

```python
"""Bloch-Grueneisen phonon resistivity of a one-band metal.

Result under test:
    rho(T) = A (T/Theta)^5 J5(Theta/T)
    J5(y)  = integral_0^y x^5 / ((e^x - 1)(1 - e^-x)) dx
    A      = m^2 D^2 qD^6 / (12 pi^3 hbar n^2 e^2 rhoM k Theta)
with limits rho -> 120 zeta(5) A (T/Theta)^5 and rho -> A T/(4 Theta).
m: band mass, D: deformation energy, n: carrier density, rhoM: mass density,
c: sound speed, qD: Debye wavenumber, k Theta = hbar c qD, kF: Fermi wavenumber.
Assumed: degenerate parabolic band, equilibrium phonons, normal processes,
one longitudinal branch, qD < 2 kF.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.optimize import brentq
from scipy.special import expit, zeta


def bose_product(x):
    """N(N+1) for a phonon of energy x kT."""
    return 1.0 / (4.0 * np.sinh(0.5 * x) ** 2)


def j5(y):
    return quad(lambda x: x**5 * bose_product(x), 0.0, min(y, 80.0),
                epsabs=0.0, epsrel=1e-10, limit=300)[0]


J5_INF = 120.0 * zeta(5)

# ---- Limits of the integral, by quadrature --------------------------------
assert abs(j5(80.0) / J5_INF - 1.0) < 1e-8
small = 0.1
deviation = j5(small) / (small**4 / 4.0) - 1.0
assert abs(deviation / (-small**2 / 18.0) - 1.0) < 1e-3

# ---- Golden-rule force on a displaced Fermi sphere ------------------------
# Units here: hbar = m = e = D = rhoM = 1, chemical potential 1/2.
SOUND, Q_CUT, MU = 0.005, 1.2, 0.5
THETA_MODEL = SOUND * Q_CUT


def net_emission(q, drift_along_q, kt, occupation):
    """Net phonon emission rate into one mode, both spins, no linearization."""
    omega = SOUND * q
    # Energy conservation fixes the electron momentum along q.
    k_along = omega / q - q / 2.0 - drift_along_q
    gap = q * k_along + q**2 / 2.0
    dt = 0.1
    t = np.arange(-80.0, 45.0, dt)
    allowed = (MU - k_along**2 / 2.0 + kt * t) > 0.0
    t_up = t + gap / kt
    emit = (occupation + 1.0) * expit(-t_up) * expit(t)
    absorb = occupation * expit(-t) * expit(t_up)
    energy_integral = kt * dt * np.sum(allowed * (emit - absorb))
    coupling = q**2 / (2.0 * omega)
    return 2.0 * 2.0 * np.pi * coupling * energy_integral / (4.0 * np.pi**2 * q)


def drag_coefficient(kt):
    """Force per volume and per drift speed."""
    drift = 0.003 * SOUND
    nodes, weights = np.polynomial.legendre.leggauss(60)
    qs, wq = Q_CUT * (nodes + 1.0) / 2.0, Q_CUT * weights / 2.0
    cosines, wc = np.polynomial.legendre.leggauss(8)
    force = 0.0
    for q, weight_q in zip(qs, wq):
        occupation = 1.0 / np.expm1(SOUND * q / kt)
        for cosine, weight_c in zip(cosines, wc):
            rate = net_emission(q, drift * cosine, kt, occupation)
            force += (weight_q * weight_c * q**2 / (4.0 * np.pi**2)
                      * q * cosine * rate)
    return force / drift


worst_force_error = 0.0
for reduced_t in (1.0 / 30.0, 0.1, 0.3, 1.0, 3.0):
    formula = (Q_CUT**6 / (12.0 * np.pi**3 * THETA_MODEL)
               * reduced_t**5 * j5(1.0 / reduced_t))
    direct = drag_coefficient(reduced_t * THETA_MODEL)
    worst_force_error = max(worst_force_error, abs(direct / formula - 1.0))
assert worst_force_error < 2e-3


def direct_power(t1, t2):
    ratio = drag_coefficient(t2 * THETA_MODEL) / drag_coefficient(t1 * THETA_MODEL)
    return np.log(ratio) / np.log(t2 / t1)


power_low = direct_power(1.0 / 40.0, 1.0 / 30.0)
power_high = direct_power(3.0, 4.0)
assert abs(power_low - 5.0) < 0.01
assert abs(power_high - 1.0) < 0.02

# Phonon decay into electrons: rate = m^2 D^2 q / (2 pi rhoM hbar^3).
q_test, kt_test, excess = 0.7, 0.004, 0.01
n_eq = 1.0 / np.expm1(SOUND * q_test / kt_test)
decay = -(net_emission(q_test, 0.0, kt_test, n_eq + excess)
          - net_emission(q_test, 0.0, kt_test, n_eq)) / excess
assert abs(decay / (q_test / (2.0 * np.pi)) - 1.0) < 1e-5


# ---- Boltzmann solution with an energy-dependent displacement -------------
def energy_resolved_ratio(y, kf_over_qd):
    """Return rho(optimal displacement)/rho(rigid displacement), rigid J5."""
    z_max = min(y, 30.0)
    steps = max(20, 2 * int(np.ceil(z_max / 0.2)))
    h = z_max / steps
    half = int(np.ceil(25.0 / h))
    eta = h * np.arange(-half, half + 1)
    filled, empty = expit(-eta), expit(eta)
    size = len(eta)
    index = np.arange(size)
    kappa = (kf_over_qd * y) ** 2
    matrix = np.zeros((size, size))
    for j in range(1, steps + 1):
        z = j * h
        simpson = h / 3.0 * (1.0 if j == steps else (4.0 if j % 2 else 2.0))
        pair = simpson * h * z**2 / np.expm1(z) * filled[:-j] * empty[j:]
        low, high = index[:-j], index[j:]
        matrix[low, low] += kappa * pair
        matrix[high, high] += kappa * pair
        matrix[low, high] += (z**2 / 2.0 - kappa) * pair
        matrix[high, low] += (z**2 / 2.0 - kappa) * pair
    source = h * filled * empty
    rigid = matrix.sum() / source.sum() ** 2
    scale = 1.0 / np.sqrt(np.diag(matrix))
    scaled = matrix * scale[:, None] * scale[None, :]
    rhs = source * scale
    optimal = 1.0 / (rhs @ solve(scaled, rhs, assume_a="pos"))
    return optimal / rigid, rigid


# ---- Worked example: round parameters, SI inside --------------------------
hbar, kb, e, me = const.hbar, const.k, const.e, const.m_e
lattice = 0.54e-9
density = 2.0e28
mass = me
sound = 6.0e3
mass_density = 5.0e3
deformation = 5.0 * e
thickness = 30e-9
rho_residual = 3.0e-8
MICRO = 1e8                      # ohm m to micro-ohm cm

cell = lattice**3 / 4.0
q_debye = (6.0 * np.pi**2 / cell) ** (1.0 / 3.0)
k_fermi = (3.0 * np.pi**2 * density) ** (1.0 / 3.0)
e_fermi = (hbar * k_fermi) ** 2 / (2.0 * mass)
v_fermi = hbar * k_fermi / mass
theta = hbar * sound * q_debye / kb
assert q_debye < 2.0 * k_fermi
prefactor = (mass**2 * deformation**2 * q_debye**6
             / (12.0 * np.pi**3 * hbar * density**2 * e**2
                * mass_density * kb * theta))

# Restoration of hbar, checked through Hartree atomic units.
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
prefactor_au = ((mass / me)**2 * (deformation / hartree)**2
                * (q_debye * bohr)**6
                / (12.0 * np.pi**3 * (density * bohr**3)**2
                   * (mass_density * bohr**3 / me) * (kb * theta / hartree)))
assert abs(prefactor_au * hbar * bohr / e**2 / prefactor - 1.0) < 1e-7


def rho_bg(temp):
    return prefactor * (temp / theta) ** 5 * j5(theta / temp)


def local_power(temp):
    step = 1e-3
    return (np.log(rho_bg(temp * np.exp(step)))
            - np.log(rho_bg(temp * np.exp(-step)))) / (2.0 * step)


kf_ratio = k_fermi / q_debye
low_ratio, _ = energy_resolved_ratio(200.0, kf_ratio)
high_ratio, high_rigid = energy_resolved_ratio(0.5, kf_ratio)
assert abs(low_ratio - 1.0) < 0.01
assert abs(high_ratio - 1.0) < 0.002
assert abs(high_rigid / j5(0.5) - 1.0) < 2e-3

t_fifth = brentq(lambda t: J5_INF / j5(theta / t) - 1.05, 10.0, 200.0)
t_linear = brentq(lambda t: (theta / t)**4 / 4.0 / j5(theta / t) - 1.05,
                  200.0, 3000.0)

# ---- Umklapp estimate: free electrons, three equal sound speeds -----------
# Lengths in nm. Scattering vector Q is reduced to the nearest reciprocal vector.
two_kf = 2.0 * k_fermi * 1e-9
radial, w_radial = np.polynomial.legendre.leggauss(100)
radial, w_radial = two_kf * (radial + 1.0) / 2.0, two_kf * w_radial / 2.0
angle, w_angle = np.polynomial.legendre.leggauss(60)
angle, w_angle = (angle + 1.0) / 2.0, w_angle / 2.0
Q, COS, AZ = np.meshgrid(radial, angle, angle * np.pi / 2.0, indexing="ij")
SIN = np.sqrt(1.0 - COS**2)
qx, qy, qz = Q * SIN * np.cos(AZ), Q * SIN * np.sin(AZ), Q * COS
unit_g = 2.0 * np.pi / (lattice * 1e9)
reduced = Q.copy()
for gx, gy, gz in ((1, 1, 1), (2, 0, 0), (0, 2, 0), (0, 0, 2)):
    distance = np.sqrt((qx - gx * unit_g)**2 + (qy - gy * unit_g)**2
                       + (qz - gz * unit_g)**2)
    reduced = np.minimum(reduced, distance)
is_normal = reduced >= Q
volume_weight = (w_radial[:, None, None] * w_angle[None, :, None]
                 * w_angle[None, None, :] * Q**5)
k_tf = np.sqrt(e**2 * mass * k_fermi
               / (const.epsilon_0 * np.pi**2 * hbar**2)) * 1e-9
screening = (1.0 + (Q / k_tf)**2) ** -2


def thermal_q(temp):
    return kb * temp / (hbar * sound) * 1e-9


def scattering_parts(temp, factor=1.0):
    """Normal and umklapp parts, in the units of thermal_q^6 J5."""
    values = volume_weight * bose_product(reduced / thermal_q(temp)) * factor
    return values[is_normal].sum(), values[~is_normal].sum()


def bg_part(temp):
    return thermal_q(temp)**6 * j5(theta / temp)


normal_20, umklapp_20 = scattering_parts(20.0)
assert abs(normal_20 / bg_part(20.0) - 1.0) < 2e-3
# Same umklapp integral in polar coordinates about the eight nearest vectors.
g_min = np.sqrt(3.0) * unit_g
q_gap = g_min - two_kf
polar = 4.0 * quad(
    lambda q: q * (two_kf**5 - (g_min - q)**5) / (5.0 * g_min)
    * bose_product(q / thermal_q(20.0)), q_gap, g_min / 2.0,
    epsabs=0.0, epsrel=1e-8)[0]
assert abs(umklapp_20 / polar - 1.0) < 0.02


def log_part_ratio(temp):
    normal, umklapp = scattering_parts(temp)
    return np.log(umklapp / normal)


t_equal = brentq(log_part_ratio, 8.0, 60.0, xtol=0.01)

rho_300 = rho_bg(300.0)
tau_300 = mass / (density * e**2 * rho_300)
total_300 = rho_300 * sum(scattering_parts(300.0)) / bg_part(300.0)
screened_300 = (rho_300 * sum(scattering_parts(300.0, screening))
                / bg_part(300.0))
normal_screened = quad(
    lambda q: q**5 * bose_product(q / thermal_q(300.0))
    / (1.0 + (q / k_tf)**2)**2, 0.0, q_debye * 1e-9)[0] / bg_part(300.0)


def phonon_decay(q):
    return mass**2 * deformation**2 * q / (2.0 * np.pi * mass_density * hbar**3)


print("INPUTS (round model values)")
print(f"lattice constant = {lattice*1e9:.2f} nm; thickness = {thickness*1e9:.0f} nm")
print(f"carrier density = {density*1e-6:.1e} cm^-3; mass = {mass/me:.1f} m_e")
print(f"sound speed = {sound/1e3:.1f} km/s; density = {mass_density/1e3:.1f} g/cm^3")
print(f"deformation energy = {deformation/e:.1f} eV")
print(f"residual resistivity = {rho_residual*MICRO:.1f} uOhm cm")
print("DERIVED")
print(f"Debye wavenumber = {q_debye*1e-9:.3f} nm^-1")
print(f"Fermi wavenumber = {k_fermi*1e-9:.3f} nm^-1; 2kF = {two_kf:.3f} nm^-1")
print(f"Fermi energy = {e_fermi/e:.3f} eV; Fermi speed = {v_fermi:.3e} m/s")
print(f"Debye temperature = {theta:.1f} K")
print(f"k Theta/E_F = {kb*theta/e_fermi:.4f}; kT/E_F at 300 K = {kb*300/e_fermi:.4f}")
print(f"J5(infinity) = {J5_INF:.4f}")
print(f"prefactor A = {prefactor*MICRO:.4f} uOhm cm = {prefactor:.4e} Ohm m")
print(f"T^5 coefficient = {J5_INF*prefactor/theta**5*MICRO:.4e} uOhm cm/K^5")
print(f"linear slope = {prefactor/(4*theta)*MICRO:.4e} uOhm cm/K")
print("TABLE: T(K), J5, rho, T^5 law, linear law (uOhm cm), power")
for temp in (10.0, 20.0, 50.0, 100.0, 300.0, 600.0, 1000.0):
    print(f"{temp:5.0f} {j5(theta/temp):10.5f} {rho_bg(temp)*MICRO:.4e} "
          f"{J5_INF*prefactor*(temp/theta)**5*MICRO:.4e} "
          f"{prefactor*temp/(4*theta)*MICRO:.4e} {local_power(temp):.3f}")
print(f"T^5 law 5% too high at {t_fifth:.1f} K")
print(f"linear law 5% too high at {t_linear:.1f} K")
print("TESTS")
print(f"largest error, direct force against formula = {worst_force_error:.1e}")
print(f"direct-force powers: low T {power_low:.4f}, high T {power_high:.4f}")
print(f"energy-resolved/rigid: Theta/T=200 {low_ratio:.5f}, 0.5 {high_ratio:.5f}")
print("NEGLECTED EFFECTS")
for temp in (20.0, 50.0, 100.0, 300.0):
    ratio, _ = energy_resolved_ratio(theta / temp, kf_ratio)
    normal, umklapp = scattering_parts(temp)
    print(f"{temp:.0f} K: energy-resolved/rigid = {ratio:.4f}; "
          f"umklapp/normal = {umklapp/normal:.3f}")
print(f"umklapp gap = {q_gap:.3f} nm^-1 = {q_gap/thermal_q(1.0):.1f} K")
print(f"umklapp equals normal scattering at {t_equal:.1f} K")
print(f"normal rho at that temperature = {rho_bg(t_equal)*MICRO:.3e} uOhm cm")
print(f"300 K, normal + umklapp, constant D = {total_300*MICRO:.2f} uOhm cm")
print(f"Thomas-Fermi wavenumber = {k_tf:.2f} nm^-1")
print(f"300 K, screening factor on normal part = {normal_screened:.3f}")
print(f"300 K, normal + umklapp, screened D = {screened_300*MICRO:.2f} uOhm cm")
print(f"phonon decay to electrons at qD = {phonon_decay(q_debye):.2e} s^-1")
print(f"same at q = 5kT/(hbar c), 20 K = "
      f"{phonon_decay(5*thermal_q(20.0)*1e9):.2e} s^-1")
print(f"phonon boundary rate c/thickness = {sound/thickness:.2e} s^-1")
print(f"normal-process time, 300 K = {tau_300*1e15:.1f} fs")
print(f"normal-process mean free path, 300 K = {v_fermi*tau_300*1e9:.1f} nm")
print(f"resistivity if mean free path = thickness: "
      f"{mass*v_fermi/(density*e**2*thickness)*MICRO:.2f} uOhm cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (round model values)
lattice constant = 0.54 nm; thickness = 30 nm
carrier density = 2.0e+22 cm^-3; mass = 1.0 m_e
sound speed = 6.0 km/s; density = 5.0 g/cm^3
deformation energy = 5.0 eV
residual resistivity = 3.0 uOhm cm
DERIVED
Debye wavenumber = 11.458 nm^-1
Fermi wavenumber = 8.398 nm^-1; 2kF = 16.795 nm^-1
Fermi energy = 2.687 eV; Fermi speed = 9.722e+05 m/s
Debye temperature = 525.1 K
k Theta/E_F = 0.0168; kT/E_F at 300 K = 0.0096
J5(infinity) = 124.4313
prefactor A = 8.2509 uOhm cm = 8.2509e-08 Ohm m
T^5 coefficient = 2.5714e-11 uOhm cm/K^5
linear slope = 3.9282e-03 uOhm cm/K
TABLE: T(K), J5, rho, T^5 law, linear law (uOhm cm), power
   10  124.43133 2.5714e-06 2.5714e-06 3.9282e-02 5.000
   20  124.43127 8.2283e-05 8.2283e-05 7.8563e-02 5.000
   50  118.39360 7.6456e-03 8.0355e-03 1.9641e-01 4.689
  100   55.60387 1.1490e-01 2.5714e-01 3.9282e-01 3.003
  300    1.98912 9.9885e-01 6.2484e+01 1.1784e+00 1.321
  600    0.14061 2.2594e+00 1.9995e+03 2.3569e+00 1.084
 1000    0.01872 3.8686e+00 2.5714e+04 3.9282e+00 1.030
T^5 law 5% too high at 49.8 K
linear law 5% too high at 558.0 K
TESTS
largest error, direct force against formula = 2.2e-05
direct-force powers: low T 5.0000, high T 1.0094
energy-resolved/rigid: Theta/T=200 0.99965, 0.5 0.99986
NEGLECTED EFFECTS
20 K: energy-resolved/rigid = 0.9799; umklapp/normal = 6.031
50 K: energy-resolved/rigid = 0.8974; umklapp/normal = 19.415
100 K: energy-resolved/rigid = 0.8880; umklapp/normal = 13.915
300 K: energy-resolved/rigid = 0.9876; umklapp/normal = 11.132
umklapp gap = 3.358 nm^-1 = 153.9 K
umklapp equals normal scattering at 14.2 K
normal rho at that temperature = 1.491e-05 uOhm cm
300 K, normal + umklapp, constant D = 12.16 uOhm cm
Thomas-Fermi wavenumber = 14.21 nm^-1
300 K, screening factor on normal part = 0.513
300 K, normal + umklapp, screened D = 2.98 uOhm cm
phonon decay to electrons at qD = 1.66e+11 s^-1
same at q = 5kT/(hbar c), 20 K = 3.15e+10 s^-1
phonon boundary rate c/thickness = 2.00e+11 s^-1
normal-process time, 300 K = 177.6 fs
normal-process mean free path, 300 K = 172.7 nm
resistivity if mean free path = thickness: 5.75 uOhm cm
ALL CHECKS PASSED
```
